# Gouy-Chapman Potential Profile and Exponential Screening at a Planar Electrode

## Definitions and conventions

A flat electrode fills \(x<0\), and an electrolyte fills \(x>0\). The salt is symmetric: its cations carry charge \(+ze\) and its anions \(-ze\), where \(e>0\) is the elementary charge and \(z\) a positive integer. Their number densities \(n_+(x)\) and \(n_-(x)\) both tend to \(n_0\) far from the electrode. The potential \(\psi(x)\) is measured from the bulk electrolyte, so \(\psi\to0\) as \(x\to\infty\), and \(\psi(0)=\psi_0\). The permittivity is \(\varepsilon=\varepsilon_r\varepsilon_0\), the temperature is \(T\), and a prime means \(d/dx\). Define

\[
y=\frac{ze\psi}{kT},\qquad y_0=\frac{ze\psi_0}{kT},\qquad
\kappa^2=\frac{2z^2e^2n_0}{\varepsilon kT},\qquad \lambda=\frac1\kappa,\qquad \gamma=\tanh\frac{y_0}{4}.
\]

The number \(y\) compares the electrostatic energy of an ion with the thermal energy, and \(\lambda\) is the screening length.

**Assumptions.** The system is in equilibrium and carries no current. The ions are points that respond to the mean potential. The permittivity is uniform, and no ion is bound chemically to the surface. The potential \(\psi_0\) belongs to the plane where this diffuse layer begins. It vanishes when the surface carries no charge, so it must be compared with the electrode potential counted from the point of zero charge. It differs even from that if a compact layer of solvent or ions takes up part of the drop, and this part can be the larger one: a compact layer of capacitance \(0.2\ \mathrm{F/m^2}\) carrying \(40\ \mathrm{mC/m^2}\) takes up \(0.2\ \mathrm V\).

## Theorem

Under these assumptions the potential is

\[
\tanh\frac{y(x)}4=\gamma\,\exp(-\kappa x),
\qquad
\psi(x)=\frac{4kT}{ze}\,\operatorname{artanh}\!\left[\gamma\exp(-\kappa x)\right]. \tag{1}
\]

For \(\psi_0\neq0\), its ratio to the simple exponential obeys

\[
1-\frac{y_0^2}{48}\;\le\;\frac{\psi(x)}{\psi_0\exp(-\kappa x)}\;\le\;1
\qquad (x\ge0). \tag{2}
\]

Hence \(\psi\simeq\psi_0\exp(-\kappa x)\) when \(|y_0|\ll1\), with a relative error that stays small at every distance.

## Lemma 1: the Poisson-Boltzmann equation

*The reduced potential satisfies \(y''=\kappa^2\sinh y\).*

**Proof.** In equilibrium the flux of each ion vanishes, so diffusion balances drift in the field \(-\psi'\):

\[
n_\pm'\pm\frac{ze}{kT}n_\pm\psi'=0,
\qquad\text{or}\qquad n_\pm'\pm n_\pm y'=0.
\]

Multiplication by \(\exp(\pm y)\) turns the left side into a total derivative:

\[
\left[n_\pm\exp(\pm y)\right]'=\left(n_\pm'\pm n_\pm y'\right)\exp(\pm y)=0.
\]

The bracket is therefore constant. In the bulk it equals \(n_0\), so \(n_\pm=n_0\exp(\mp y)\). A positive potential repels cations and attracts anions, as the signs require. Poisson's equation now reads

\[
\varepsilon\psi''=-ze(n_+-n_-)
=-zen_0\left[\exp(-y)-\exp(y)\right]=2zen_0\sinh y.
\]

Multiplying by \(ze/(\varepsilon kT)\) gives

\[
y''=\frac{2z^2e^2n_0}{\varepsilon kT}\sinh y=\kappa^2\sinh y. \qquad\blacksquare
\]

## Lemma 2: the first integral

*The slope satisfies \(y'^2=4\kappa^2\sinh^2(y/2)\).*

**Proof.** Multiply the equation of Lemma 1 by \(y'\). The left side is \((y'^2/2)'\) and the right side is \(\kappa^2(\cosh y)'\). Integration gives

\[
y'^2=2\kappa^2(\cosh y-1)+C.
\]

As \(x\to\infty\), \(y\to0\) and hence \(y'^2\to C\). A negative \(C\) is impossible for the limit of a square. If \(C\) were positive, \(|y'|\) would eventually stay above \(\sqrt C/2\). The continuous function \(y'\) would then keep one sign, and \(y\) would move without limit instead of tending to zero. Thus \(C=0\), and the identity \(\cosh y-1=2\sinh^2(y/2)\) gives the result. \(\blacksquare\)

**Remark: a balance of stresses.** Since \(\psi'=(kT/ze)y'\), the first integral can be written as

\[
\frac{\varepsilon\psi'^2}{2}
=\frac{\varepsilon}{2}\left(\frac{kT}{ze}\right)^2 2\kappa^2(\cosh y-1)
=2kTn_0(\cosh y-1)
=kT(n_++n_--2n_0).
\]

The left side is the Maxwell stress that pulls the ionic charge towards the electrode. The right side is the excess osmotic pressure of the crowded ions. They balance at every \(x\). If a second charged wall stood at a finite distance, the potential need not vanish between the walls and \(C\) need not be zero.

## Lemma 3: the sign of the slope

*For every \(y_0\), \(y'=-2\kappa\sinh(y/2)\).*

**Proof.** If \(y_0=0\), Lemma 2 gives \(y'(0)=0\). The function \(y\equiv0\) has the same initial data, and uniqueness for the smooth equation \(y''=\kappa^2\sinh y\) makes it the solution.

Let \(y_0>0\). If \(y\) vanished at some finite \(x_1\), Lemma 2 would give \(y'(x_1)=0\) as well. By the same uniqueness, \(y\) would be zero everywhere, contrary to \(y_0>0\). So \(y\) stays positive, \(y'\) never vanishes, and by continuity \(y'\) keeps one sign. A positive slope would carry \(y\) upward from \(y_0\), away from its limit zero. The slope is therefore negative, which selects the negative root.

If \(y_0<0\), the function \(-y\) solves the same problem with a positive surface value. Because \(\sinh\) is odd, the first-order equation for \(-y\) is the stated equation for \(y\). \(\blacksquare\)

## Proof of the profile

Take \(y_0>0\). The chain rule and the double-argument formula for \(\sinh\) give

\[
\frac{d}{dy}\ln\tanh\frac y4
=\frac14\,\frac{1}{\cosh^2(y/4)\tanh(y/4)}
=\frac{1}{4\sinh(y/4)\cosh(y/4)}
=\frac{1}{2\sinh(y/2)}.
\]

With Lemma 3,

\[
\frac{d}{dx}\ln\tanh\frac y4=\frac{y'}{2\sinh(y/2)}=-\kappa.
\]

Integration from \(0\) to \(x\) gives \(\ln[\tanh(y/4)/\gamma]=-\kappa x\), which is (1). Since \(|\gamma|<1\), the inverse function exists for all \(x\ge0\). Negative \(y_0\) follows by changing the sign of both \(y\) and \(\gamma\), and \(y_0=0\) gives \(y\equiv0\).

The function found does solve the problem. Differentiating (1) back gives \(y'=-2\kappa\sinh(y/2)\), and a further derivative gives

\[
y''=-\kappa\cosh\frac y2\;y'=2\kappa^2\sinh\frac y2\cosh\frac y2=\kappa^2\sinh y.
\]

It also has the required values at the surface and in the bulk. \(\blacksquare\)

## Corollary: electrode charge and initial decay

The field inside the conducting electrode is zero. If the diffuse layer begins at the electrode itself, Gauss's law gives the electrode's surface charge density, \(\sigma=-\varepsilon\psi'(0)\). If a compact layer containing ions lies between them, \(\sigma\) is the combined charge of the electrode and that layer, per unit area. From Lemma 3,

\[
\sigma=\frac{2\varepsilon\kappa kT}{ze}\sinh\frac{y_0}{2}
=\sqrt{8\varepsilon kTn_0}\,\sinh\frac{y_0}{2}. \tag{3}
\]

The second form follows because the square of the first prefactor is \(4\varepsilon^2(kT)^2\kappa^2/(ze)^2=8\varepsilon kTn_0\). The ions carry the opposite charge. Their charge density is \(-\varepsilon\psi''\), whose integral over the electrolyte is \(\varepsilon\psi'(0)=-\sigma\), since \(\psi'\to0\) in the bulk.

For small \(y_0\), \(\sinh(y_0/2)\simeq y_0/2\) and (3) becomes \(\sigma\simeq\varepsilon\kappa\psi_0\). This is the charge of a parallel-plate capacitor with gap \(\lambda\).

The local decay length at the surface, for \(\psi_0\ne0\), is

\[
\ell_0=-\frac{\psi(0)}{\psi'(0)}=\lambda\,\frac{y_0/2}{\sinh(y_0/2)}\le\lambda. \tag{4}
\]

At large surface potential the initial fall is thus steeper than \(\exp(-\kappa x)\). The charge density that bends the potential grows as \(\sinh y\), faster than the linear law \(y\).

## Proof of exponential screening

Let \(t=\exp(-\kappa x)\), so \(0<t\le1\), and let \(R\) be the ratio in (2). The series of \(\operatorname{artanh}\) converges because \(|\gamma t|<1\):

\[
R=\frac{4\operatorname{artanh}(\gamma t)}{y_0t}
=\frac{4\gamma}{y_0}\left(1+\frac{\gamma^2t^2}{3}+\frac{\gamma^4t^4}{5}+\cdots\right).
\]

The prefactor is positive because \(\gamma\) and \(y_0\) have the same sign. Every term in the bracket is non-negative and grows or stays constant with \(t\), so \(R\) falls as \(x\) increases. At the surface \(t=1\) and \(\operatorname{artanh}\gamma=y_0/4\), hence \(R=1\). Far away \(R\to4\gamma/y_0\). Therefore

\[
\frac{4\gamma}{y_0}\le R\le1.
\]

It remains to bound \(4\gamma/y_0=\tanh u/u\), with \(u=|y_0|/4\). The derivative of \(\tanh u\) is \(1-\tanh^2u\le1\), so \(\tanh u\le u\). Using this in the same derivative gives \((\tanh u)'\ge1-u^2\), and integration from zero gives \(\tanh u\ge u-u^3/3\). Thus

\[
\frac{4\gamma}{y_0}\ge1-\frac{u^2}{3}=1-\frac{y_0^2}{48},
\]

which proves (2). \(\blacksquare\)

**Remark: the linear equation.** Replacing \(\sinh y\) by \(y\) at the start gives \(y''=\kappa^2y\), with general solution \(A\exp(-\kappa x)+B\exp(\kappa x)\). The bulk condition sets \(B=0\) and the surface condition sets \(A=y_0\). This gives the same exponential, and (2) supplies the size of its error.

**Remark: the first correction.** With \(u=y_0/4\), now carrying its sign, \(\gamma=u-u^3/3+O(u^5)\). Therefore

\[
y=4\gamma t+\frac43\gamma^3t^3+O(u^5)
=4ut-\frac43u^3t+\frac43u^3t^3+O(u^5)
=y_0t-\frac{y_0^3}{48}(t-t^3)+O(y_0^5).
\]

The correction vanishes at the surface, where the potential is prescribed, and in the bulk. Setting the derivative \(1-3t^2\) to zero gives \(t=1/\sqrt3\), or \(x=\lambda\ln\sqrt3\). There \(t-t^3=2/(3\sqrt3)\), so to this order the greatest absolute departure in \(y\) is \(|y_0|^3/(72\sqrt3)\). The departure relative to the exponential, in contrast, grows steadily with distance, because \(R\) falls.

## Corollary: the tail at any surface potential

When \(\kappa x\gg1\), the argument of \(\operatorname{artanh}\) is small whatever the value of \(\psi_0\), and

\[
\psi(x)\simeq\frac{4kT}{ze}\,\gamma\exp(-\kappa x). \tag{5}
\]

The tail decays with the same \(\lambda\), but its amplitude is not \(\psi_0\). The amplitude stays below \(4kT/(ze)\) in magnitude because \(|\gamma|<1\). An exponential tail therefore does not show that the surface potential is small.

For \(y_0\to+\infty\) at fixed \(x>0\), \(\gamma\to1\) and (1) tends to

\[
y=2\ln\frac{1+\exp(-\kappa x)}{1-\exp(-\kappa x)}=2\ln\coth\frac{\kappa x}{2}.
\]

The potential at a fixed distance saturates: within this model, further surface charge is screened by ions closer to the wall. The point-ion assumption fails before this limit is reached, since the counterion density at the wall, \(n_0\exp(|y_0|)\), grows without bound.

## Worked example

Take round model parameters: \(z=1\), a salt concentration of \(10\ \mathrm{mol/m^3}\), \(\varepsilon_r=80\) and \(T=300\ \mathrm K\). Then \(n_0=6.022\times10^{24}\ \mathrm{m^{-3}}\) and \(kT/e=25.85\ \mathrm{mV}\). The screening length is

\[
\lambda=\left[\frac{80\,\varepsilon_0\,(0.02585\ \mathrm V)}{2e\,(6.022\times10^{24}\ \mathrm{m^{-3}})}\right]^{1/2}=3.08\ \mathrm{nm}.
\]

Surface potentials of 10 mV and 100 mV give \(y_0=10/25.85=0.387\) and \(y_0=100/25.85=3.87\). The table compares (1) with \(\psi_0\exp(-\kappa x)\); potentials are in mV.

| \(x\) (nm) | (1), 10 mV | exponential | (1), 100 mV | exponential |
|---:|---:|---:|---:|---:|
| 1 | 7.217 | 7.228 | 62.5 | 72.3 |
| 3 | 3.766 | 3.776 | 30.0 | 37.8 |
| 10 | 0.388 | 0.389 | 3.01 | 3.89 |

For example, at 3 nm the exponential factor is 0.3776. With \(\gamma=0.7474\) for the higher potential,

\[
\psi=4(25.85\ \mathrm{mV})\operatorname{artanh}(0.7474\times0.3776)=30.0\ \mathrm{mV}.
\]

**At 10 mV**, the bound is \(0.387^2/48=0.31\,\%\) of the exponential. The greatest absolute departure is \(12.0\ \mathrm{\mu V}\), near \(x=1.69\ \mathrm{nm}\), as the cubic correction predicts. The linear charge, \(2.30\ \mathrm{mC/m^2}\), is close to the full value, \(2.31\ \mathrm{mC/m^2}\).

**At 100 mV**, the exponential fails in amplitude. The far ratio is \(4(0.7474)/3.868=0.773\), so the tail extrapolates back to 77.3 mV at the surface instead of 100 mV. The initial decay length is 1.76 nm, well below \(\lambda\). The full charge is \(40.3\ \mathrm{mC/m^2}\), against \(23.0\ \mathrm{mC/m^2}\) from the linear law. Both changes contain the same factor, \(\sinh(y_0/2)/(y_0/2)=1.75\).

The bound guarantees an error below 1 % of the exponential if \(|y_0|\le\sqrt{0.48}\), here \(|\psi_0|\le17.9\ \mathrm{mV}\). This is a sufficient condition. For \(z=2\) the permitted potential is halved, because \(y_0\) contains \(z\). At the same \(n_0\) the screening length is also halved, to 1.54 nm.

The numerical output includes a comparison with a direct solution of the zero-flux and Poisson equations, in which Boltzmann factors were not assumed. Agreement there confirms the solution of the model, not the model's account of a real interface.

## Remarks on validity

**Ion size.** At 100 mV the anion concentration at the surface is \(10\exp(3.868)\simeq479\ \mathrm{mol/m^3}\), or \(2.9\times10^{26}\ \mathrm{m^{-3}}\). Each anion then has about \(3.5\ \mathrm{nm^3}\), a cube of side 1.5 nm. For ions of effective diameter \(a\), the point-ion picture requires \(n_0\exp(|y_0|)a^3\ll1\).

**Correlations.** The mean potential ignores the response of each ion to its individual neighbours. This requires their Coulomb interaction at typical separations to be weak compared with \(kT\), a condition that becomes harder to meet as \(z\) rises or \(\varepsilon\) falls. In the example the Bjerrum length \(\ell_B=e^2/(4\pi\varepsilon kT)\) is 0.70 nm, so two anions 1.5 nm apart at the 100 mV surface interact with about \(0.46\,kT\), and the condition is met only marginally there. The model also omits the attraction of an ion to its image in a conducting electrode. Unscreened, this is \(z^2\ell_B/(4d)\) in units of \(kT\) at distance \(d\) from the metal, about 0.6 at 0.3 nm for \(z=1\).

**Current.** During plating the reacting ion has a flux \(J\), and Lemma 1 no longer holds exactly. For a cation with diffusion coefficient \(D\), the balance becomes \([n_+\exp(y)]'=-(J/D)\exp(y)\). The equilibrium profile remains a good approximation if the integral of the right side across the layer is small compared with \(n_0\), where \(n_0\) now means the concentration just outside the layer.

**Unequal valences.** If the ions have different charge numbers, their Boltzmann factors do not combine into \(\sinh y\), and (1) does not apply. The linear equation for small potential survives, with \(2z^2n_0\) in \(\kappa^2\) replaced by the sum of \(z_i^2n_{i0}\) over the ions: bulk neutrality removes the constant term in the expanded charge density. The bound (2) does not carry over, because the term quadratic in \(\psi\) no longer cancels and the relative error is in general of first order in \(\psi_0\). For divalent cations with monovalent anions, the ratio to the exponential tends far from the wall to \(1+e\psi_0/(6kT)\) at leading order, which exceeds 1 for positive \(\psi_0\).

## Table of computed values

```
Temperature: 300 K
Relative permittivity: 80
Salt concentration: 10 mol/m^3
Bulk number density of each ion: 6.0221e+24 m^-3
Thermal voltage kT/e: 25.852 mV
Screening length, z=1: 3.0805 nm
Screening length, z=2: 1.5402 nm
[10 mV] y0: 0.3868; gamma: 0.09640
[10 mV] x (nm), full psi (mV), exponential psi (mV):
   0.0   10.0000   10.0000
   1.0    7.2172    7.2280
   3.0    3.7661    3.7762
   6.0    1.4216    1.4260
  10.0    0.3880    0.3892
[10 mV] surface cations: 6.7922 mol/m^3
[10 mV] surface anions: 14.723 mol/m^3
[10 mV] charge, full: 2.3138 mC/m^2
[10 mV] charge, linear: 2.2994 mC/m^2
[10 mV] local decay length at surface: 3.0614 nm
[10 mV] tail amplitude: 9.9689 mV
[10 mV] far ratio full/exponential: 0.99689
[10 mV] error bound y0^2/48: 0.312 %
[100 mV] y0: 3.8682; gamma: 0.74740
[100 mV] x (nm), full psi (mV), exponential psi (mV):
   0.0  100.0000  100.0000
   1.0   62.5069   72.2800
   3.0   29.9994   37.7619
   6.0   11.0629   14.2596
  10.0    3.0089    3.8921
[100 mV] surface cations: 0.2090 mol/m^3
[100 mV] surface anions: 478.549 mol/m^3
[100 mV] charge, full: 40.2628 mC/m^2
[100 mV] charge, linear: 22.9942 mC/m^2
[100 mV] local decay length at surface: 1.7593 nm
[100 mV] tail amplitude: 77.2874 mV
[100 mV] far ratio full/exponential: 0.77287
[100 mV] error bound y0^2/48: 31.172 %
Largest possible tail amplitude: 103.408 mV
Potential for 1 % error bound: 17.911 mV
[10 mV] peak departure, numerical: 11.976 microvolt
[10 mV] peak departure, cubic term: 11.998 microvolt
[10 mV] peak position, numerical: 1.688 nm
[10 mV] peak position, cubic term: 1.692 nm
Worst potential error relative to psi0: 5.2e-11
Worst relative ion-density error: 2.7e-10
Worst stress-balance error: 1.8e-10
Worst relative charge error: 6.9e-09
```
